# Stray Fields of Stripe Domains in a Uniaxial Ferroelectric Film: a program that tests the result

```python
"""Stray field of stripe domains in an anisotropic dielectric film.

Result under test: a face charge of wavenumber k on a film with relative
permittivities eps_x (in plane) and eps_z (normal) has the potential
  phi_k = sigma_k / (eps0 k [eps_s coth(k t) + eps_g coth(k gamma d/2)]),
  eps_g = sqrt(eps_x eps_z),  gamma = sqrt(eps_x/eps_z),
and inside the film it varies as sinh(k gamma z).
d: film thickness; t, eps_s: thickness and permittivity of the layer between
each face and a grounded metal; w: stripe width (period 2w);
sigma0: net face charge density, +/- in alternate stripes, opposite below.
All calculations are in SI units.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad
from scipy.special import zeta
from scipy.constants import epsilon_0 as eps0, hbar, m_e, e as q_e

nm = 1e-9
uC_cm2 = 1e-2      # C/m2
MV_cm = 1e8        # V/m

# Example: rough values in the regime of a ferroelectric hafnia capacitor
d, t, w = 10 * nm, 1 * nm, 4 * nm
eps_x, eps_z, eps_s = 36.0, 25.0, 10.0
polarization, trapped = 20 * uC_cm2, 18 * uC_cm2
sigma0 = polarization - trapped


def response(k, ex, ez, thickness=d, layer=t):
    """Derived ratio of face potential to face charge at wavenumber k."""
    gamma, eps_g = np.sqrt(ex / ez), np.sqrt(ex * ez)
    return 1 / (eps0 * k * (eps_s / np.tanh(k * layer)
                            + eps_g / np.tanh(k * gamma * thickness / 2)))


odd = np.arange(1, 4002, 2)
k_odd = odd * np.pi / w
sigma_odd = 4 * sigma0 / (np.pi * odd)
centre_sign = np.sin(odd * np.pi / 2)


def energy(ex, ez, thickness=d, layer=t):
    """Derived electrostatic energy per film area, both faces."""
    return 0.5 * np.sum(sigma_odd**2 * response(k_odd, ex, ez, thickness, layer))


def normal_field(depth, ex, ez):
    """Magnitude of E_z in the film below a stripe centre."""
    kap = k_odd * np.sqrt(ex / ez)
    shape = (np.exp(-kap * depth) + np.exp(-kap * (d - depth))) / (1 - np.exp(-kap * d))
    return np.sum(kap * sigma_odd * response(k_odd, ex, ez) * shape * centre_sign)


def layer_field(ex, ez):
    """Magnitude of E_z in the layer, at the face, above a stripe centre."""
    return np.sum(k_odd * sigma_odd * response(k_odd, ex, ez)
                  / np.tanh(k_odd * t) * centre_sign)


def wall_field(depth, ex, ez):
    """Magnitude of E_x in the film on a domain wall."""
    kap = k_odd * np.sqrt(ex / ez)
    shape = (np.exp(-kap * depth) - np.exp(-kap * (d - depth))) / (1 - np.exp(-kap * d))
    return np.sum(k_odd * sigma_odd * response(k_odd, ex, ez) * shape)


# Columns per period: the spacing must stay well below gamma * depth at the
# shallowest point where the wall field is compared.
NX = 192
hx = 2 * w / NX
x = (np.arange(NX) + 0.5) * hx
charge = np.where(x < w, sigma0, -sigma0)


def solve_grid(layers, film):
    """Finite-volume solution of the original two-dimensional problem.

    layers: (thickness, eps_x, eps_z, intervals, 1/screening_length^2),
    from bottom to top; film: index of the film; outer boundaries grounded.
    Returns the potential at inner nodes and the indices of the two faces.
    """
    counts = [a[3] for a in layers]
    step = np.repeat([a[0] / a[3] for a in layers], counts)
    ex = np.repeat([a[1] for a in layers], counts)
    ez = np.repeat([a[2] for a in layers], counts)
    screen = np.repeat([a[4] for a in layers], counts)
    link = ez / step
    lateral = (ex * step)[:-1] / 2 + (ex * step)[1:] / 2
    mass = (ex * screen * step)[:-1] / 2 + (ex * screen * step)[1:] / 2
    vertical = sp.diags([-link[1:-1], link[:-1] + link[1:] + mass, -link[1:-1]],
                        [-1, 0, 1])
    ring = sp.lil_matrix((NX, NX))
    for i in range(NX):
        ring[i, i] = 2 / hx**2
        ring[i, (i + 1) % NX] = -1 / hx**2
        ring[i, (i - 1) % NX] = -1 / hx**2
    matrix = sp.kron(vertical, sp.identity(NX)) + sp.kron(sp.diags(lateral), ring)
    bottom = sum(counts[:film]) - 1
    top = bottom + counts[film]
    source = np.zeros((len(step) - 1, NX))
    source[top] = charge / eps0
    source[bottom] = -charge / eps0
    phi = spsolve(matrix.tocsc(), source.ravel()).reshape(source.shape)
    return phi, bottom, top


def fundamental(row):
    return 2 * np.mean(row * np.sin(np.pi * x / w))


outer = (t, eps_s, eps_s, 20, 0.0)
k1 = np.pi / w
sigma1 = 4 * sigma0 / np.pi
grid_results = {}

# Original anisotropic problem and its isotropic equivalent, solved on grids;
# the second case has strong anisotropy, so that other means would fail.
for ex, ez in ((eps_x, eps_z), (10.0, 90.0)):
    phi, bottom, top = solve_grid([outer, (d, ex, ez, 200, 0.0), outer], 1)
    phi1_grid = fundamental(phi[top])
    phi1_formula = sigma1 * response(k1, ex, ez)
    assert abs(phi1_grid / phi1_formula - 1) < 5e-3
    # three equally spaced depths give the decay constant of a sinh profile
    a, b, c = (fundamental(phi[top - j]) for j in (20, 40, 60))
    kappa_grid = np.arccosh((a + c) / (2 * b)) / (1 * nm)
    assert abs(kappa_grid / (k1 * np.sqrt(ex / ez)) - 1) < 5e-3
    energy_grid = 0.5 * np.mean(charge * (phi[top] - phi[bottom]))
    assert abs(energy_grid / energy(ex, ez) - 1) < 5e-3
    # fields at a stripe centre (both sides of the face) and on a wall
    h = d / 200
    mid = phi[:, NX // 4 - 1:NX // 4 + 1].mean(axis=1)
    film_grid = (3 * mid[top] - 4 * mid[top - 1] + mid[top - 2]) / (2 * h)
    layer_grid = (3 * mid[top] - 4 * mid[top + 1] + mid[top + 2]) / (2 * h)
    wall_grid = (phi[top - 5, 0] - phi[top - 5, -1]) / hx
    assert abs(film_grid / normal_field(0.0, ex, ez) - 1) < 2e-2
    assert abs(layer_grid / layer_field(ex, ez) - 1) < 2e-2
    assert abs(wall_grid / wall_field(5 * h, ex, ez) - 1) < 2e-2
    deep_grid = (mid[top - 39] - mid[top - 41]) / (2 * h)
    assert abs(deep_grid / normal_field(2 * nm, ex, ez) - 1) < 2e-2
    # isotropic film with the geometric mean and the rescaled thickness
    mean, stretched = np.sqrt(ex * ez), d * np.sqrt(ex / ez)
    phi_iso, _, top_iso = solve_grid(
        [outer, (stretched, mean, mean, 170, 0.0), outer], 1)
    mismatch = np.max(abs(phi_iso[top_iso] - phi[top])) / np.max(abs(phi[top]))
    assert mismatch < 1e-2
    grid_results[ex] = (phi1_grid, 1 / kappa_grid, energy_grid)

# Uniform charge: voltage loop and Gauss's law solved as linear equations
E_film, E_layer = np.linalg.solve([[d, 2 * t], [-eps0 * eps_z, eps0 * eps_s]],
                                  [0.0, sigma0])
phi_uniform = -E_film * d / 2
assert abs(sigma0 * response(1e5, eps_x, eps_z) / phi_uniform - 1) < 1e-4
formula_uniform = sigma0 / (eps0 * (eps_s / t + 2 * eps_z / d))
assert abs(formula_uniform / phi_uniform - 1) < 1e-10
energy_uniform = sigma0 * phi_uniform

# Thick film and thick outer layers: real-space quadrature of the energy
coefficient = 2 / np.pi * quad(
    lambda v: -(1 - 2 * v) * np.log(2 * np.sin(np.pi * v / 2)), 0, 1)[0]
assert abs(coefficient / (7 * zeta(3) / np.pi**3) - 1) < 1e-6
eps_g, gamma = np.sqrt(eps_x * eps_z), np.sqrt(eps_x / eps_z)
energy_thick = coefficient * sigma0**2 * w / (eps0 * (eps_s + eps_g))
assert abs(energy(eps_x, eps_z, 1e-6, 1e-6) / energy_thick - 1) < 1e-5


def change_on_doubling(width):
    k = np.pi / width
    return response(k, 2 * eps_x, eps_z) / response(k, eps_x, eps_z) - 1


wide = 200 * nm
assert abs(change_on_doubling(wide)) < 0.01 < 0.1 < abs(change_on_doubling(w))

# Sizes of neglected effects
phi1 = sigma1 * response(k1, eps_x, eps_z)
depth1 = 1 / (k1 * gamma)
E_face, E_lay = normal_field(0.0, eps_x, eps_z), layer_field(eps_x, eps_z)
full = polarization / sigma0
breakdown = 4 * MV_cm
assert E_face < breakdown < full * E_face

induced = eps0 * (eps_z - 1) * E_face


def well(p):
    return -p**2 / 2 + p**4 / 4


def stiffness(p, s=1e-3):
    return (well(p + s) - 2 * well(p) + well(p - s)) / s**2


soft = stiffness(1 - induced / polarization) / stiffness(1.0)
eps_z_soft = 1 + (eps_z - 1) / soft
soft_change = response(k1, eps_x, eps_z_soft) / response(k1, eps_x, eps_z) - 1

screening = 0.05 * nm
metal = (0.5 * nm, 1.0, 1.0, 40, 1 / screening**2)
phi_m, _, top_m = solve_grid(
    [metal, outer, (d, eps_x, eps_z, 200, 0.0), outer, metal], 2)
metal_change = fundamental(phi_m[top_m]) / grid_results[eps_x][0] - 1

wall = 0.25 * nm
xs = (np.arange(20000) + 0.5) * 2 * w / 20000
sine = np.sin(np.pi * xs / w)
wall_change = (np.mean(sine * np.tanh(sine * w / (np.pi * wall)))
               / np.mean(sine * np.sign(sine)) - 1)

tilt = np.radians(30)
cs, sn = np.cos(tilt), np.sin(tilt)
exx, ezz = eps_x * cs**2 + eps_z * sn**2, eps_z * cs**2 + eps_x * sn**2
exz = (eps_x - eps_z) * sn * cs
root = max(np.roots([ezz, 2j * exz, -exx]), key=lambda r: r.real)
eps_tilt = ezz * root + 1j * exz
assert abs(eps_tilt - eps_g) < 1e-8 * eps_g
depth_tilt = 1 / (k1 * root.real)

pyro, warming = 50e-6, 60.0            # C/(m2 K), K
lost = pyro * warming
barrier, mass, attempt = 2.0, 0.3, 1e13  # eV, electron masses, 1/s
transmission = np.exp(-2 * t * np.sqrt(2 * mass * m_e * barrier * q_e) / hbar)
cell = 0.5 * nm

print("INPUTS (rough typical values)")
print(f"film thickness d = {d/nm:.1f} nm, stripe width w = {w/nm:.1f} nm")
print(f"eps_x = {eps_x:.0f}, eps_z = {eps_z:.0f}")
print(f"layer: t = {t/nm:.1f} nm, eps_s = {eps_s:.0f}")
print(f"polarization = {polarization/uC_cm2:.1f} uC/cm2")
print(f"trapped charge = {trapped/uC_cm2:.1f} uC/cm2")
print(f"net face charge sigma0 = {sigma0/uC_cm2:.1f} uC/cm2")
print("RESULTS")
print(f"geometric mean eps_g = {eps_g:.2f}, gamma = {gamma:.3f}")
print(f"equivalent isotropic thickness gamma*d = {gamma*d/nm:.2f} nm")
print(f"k_1 = {k1*nm:.4f} 1/nm, k_1*gamma*d/2 = {k1*gamma*d/2:.3f}")
print(f"coth(k_1 t) = {1/np.tanh(k1*t):.4f}")
print(f"coth(k_1 gamma d/2) = {1/np.tanh(k1*gamma*d/2):.5f}")
print(f"first charge harmonic = {sigma1/uC_cm2:.3f} uC/cm2")
print(f"first potential harmonic: formula {phi1*1e3:.2f} mV,"
      f" grid {grid_results[eps_x][0]*1e3:.2f} mV")
print(f"decay depth: formula {depth1/nm:.3f} nm,"
      f" grid {grid_results[eps_x][1]/nm:.3f} nm")
print(f"decay depth if isotropic, w/pi = {w/np.pi/nm:.3f} nm")
for s in (0, 1, 2, 3, 5):
    print(f"|E_z| below stripe centre at depth {s} nm ="
          f" {normal_field(s*nm, eps_x, eps_z)/MV_cm:.4f} MV/cm")
print(f"|E_z| in layer at face, stripe centre = {E_lay/MV_cm:.3f} MV/cm")
print(f"|E_x| on wall at depth 0.25 nm ="
      f" {wall_field(0.25*nm, eps_x, eps_z)/MV_cm:.3f} MV/cm")
print(f"stripe energy: formula {energy(eps_x, eps_z)*1e3:.3f} mJ/m2,"
      f" grid {grid_results[eps_x][2]*1e3:.3f} mJ/m2")
print(f"single domain: energy {energy_uniform*1e3:.3f} mJ/m2,"
      f" film field {abs(E_film)/MV_cm:.3f} MV/cm")
print(f"thick-film energy coefficient = {coefficient:.5f}")
print(f"energy, thick film and thick layers = {energy_thick*1e3:.3f} mJ/m2")
print(f"crossover width pi*gamma*d/2 = {np.pi*gamma*d/2/nm:.1f} nm")
print(f"phi_1 change, eps_x doubled, w = {w/nm:.0f} nm:"
      f" {100*change_on_doubling(w):.1f} %")
print(f"phi_1 change, eps_x doubled, w = {wide/nm:.0f} nm:"
      f" {100*change_on_doubling(wide):.2f} %")
s_case = grid_results[10.0]
print("STRONG ANISOTROPY CHECK eps_x = 10, eps_z = 90")
print(f"phi_1: formula {sigma1*response(k1, 10., 90.)*1e3:.2f} mV,"
      f" grid {s_case[0]*1e3:.2f} mV")
print(f"decay depth: formula {3*w/np.pi/nm:.3f} nm, grid {s_case[1]/nm:.3f} nm")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"film breakdown field taken = {breakdown/MV_cm:.1f} MV/cm")
print(f"without trapped charge: film {full*E_face/MV_cm:.2f} MV/cm,"
      f" layer {full*E_lay/MV_cm:.2f} MV/cm")
print(f"induced/spontaneous polarization at face = {100*induced/polarization:.1f} %")
print(f"double-well stiffness change at face = {100*(soft-1):.1f} %")
print(f"phi_1 change if whole film softened so = {100*soft_change:.1f} %")
print(f"metal screening length {screening/nm:.2f} nm:"
      f" phi_1 change {100*metal_change:.1f} %")
print(f"wall tanh width {wall/nm:.2f} nm: first harmonic {100*wall_change:.1f} %")
print(f"axes tilted {np.degrees(tilt):.0f} deg: depth {depth_tilt/nm:.3f} nm,"
      f" face permittivity {eps_tilt.real:.2f}")
print(f"pyroelectric coefficient taken = {pyro*1e6:.0f} uC/(m2 K)")
print(f"warming by {warming:.0f} K: polarization loss {lost/uC_cm2:.2f} uC/cm2,"
      f" {100*lost/sigma0:.0f} % of sigma0")
print(f"tunnelling inputs: {barrier:.1f} eV, {mass:.1f} m_e, {attempt:.0e} 1/s")
print(f"layer transmission {transmission:.1e},"
      f" shortest exchange time {1/(attempt*transmission):.1e} s")
print(f"decay depth / crystal cell of {cell/nm:.1f} nm = {depth1/cell:.1f}")
print("all tests passed")
```

Output:

```
INPUTS (rough typical values)
film thickness d = 10.0 nm, stripe width w = 4.0 nm
eps_x = 36, eps_z = 25
layer: t = 1.0 nm, eps_s = 10
polarization = 20.0 uC/cm2
trapped charge = 18.0 uC/cm2
net face charge sigma0 = 2.0 uC/cm2
RESULTS
geometric mean eps_g = 30.00, gamma = 1.200
equivalent isotropic thickness gamma*d = 12.00 nm
k_1 = 0.7854 1/nm, k_1*gamma*d/2 = 4.712
coth(k_1 t) = 1.5249
coth(k_1 gamma d/2) = 1.00016
first charge harmonic = 2.546 uC/cm2
first potential harmonic: formula 80.92 mV, grid 80.90 mV
decay depth: formula 1.061 nm, grid 1.061 nm
decay depth if isotropic, w/pi = 1.273 nm
|E_z| below stripe centre at depth 0 nm = 0.5790 MV/cm
|E_z| below stripe centre at depth 1 nm = 0.2818 MV/cm
|E_z| below stripe centre at depth 2 nm = 0.1152 MV/cm
|E_z| below stripe centre at depth 3 nm = 0.0461 MV/cm
|E_z| below stripe centre at depth 5 nm = 0.0137 MV/cm
|E_z| in layer at face, stripe centre = 0.812 MV/cm
|E_x| on wall at depth 0.25 nm = 0.704 MV/cm
stripe energy: formula 1.090 mJ/m2, grid 1.090 mJ/m2
single domain: energy 3.012 mJ/m2, film field 0.301 MV/cm
thick-film energy coefficient = 0.27138
energy, thick film and thick layers = 1.226 mJ/m2
crossover width pi*gamma*d/2 = 18.8 nm
phi_1 change, eps_x doubled, w = 4 nm: -21.5 %
phi_1 change, eps_x doubled, w = 200 nm: -0.10 %
STRONG ANISOTROPY CHECK eps_x = 10, eps_z = 90
phi_1: formula 73.28 mV, grid 73.28 mV
decay depth: formula 3.820 nm, grid 3.820 nm
NEGLECTED EFFECTS (rough inputs)
film breakdown field taken = 4.0 MV/cm
without trapped charge: film 5.79 MV/cm, layer 8.12 MV/cm
induced/spontaneous polarization at face = 6.2 %
double-well stiffness change at face = -17.9 %
phi_1 change if whole film softened so = -6.2 %
metal screening length 0.05 nm: phi_1 change 7.7 %
wall tanh width 0.25 nm: first harmonic -1.7 %
axes tilted 30 deg: depth 1.178 nm, face permittivity 30.00
pyroelectric coefficient taken = 50 uC/(m2 K)
warming by 60 K: polarization loss 0.30 uC/cm2, 15 % of sigma0
tunnelling inputs: 2.0 eV, 0.3 m_e, 1e+13 1/s
layer transmission 3.6e-04, shortest exchange time 2.8e-10 s
decay depth / crystal cell of 0.5 nm = 2.1
all tests passed
```
